# Silicon's Conduction Valley from a Local Pseudopotential: Minimum, Mass and Cutoff

## The exercise

Silicon is treated as a rigid diamond lattice with $a=5.43$ Å, without spin-orbit coupling. Each electron moves in a local periodic potential given by the Cohen-Bergstresser form factors

$$V_S(3)=-0.21,\qquad V_S(8)=0.04,\qquad V_S(11)=0.08\ \text{Ry}.$$

The argument is $|\mathbf G|^2$ in units of $(2\pi/a)^2$. All other form factors, including the average potential, are set to zero.

(a) Set up the matrix whose eigenvalues are the bands along $\Gamma$–X.

(b) Locate the minimum of the lowest conduction band on this line and find the gap.

(c) Find the longitudinal effective mass there without numerical differentiation.

(d) Decide which plane-wave cutoff is sufficient, and for which quantity.

Wave vectors are written in units of $2\pi/a$, so that $\mathbf k=(x,0,0)$ runs from $\Gamma$ at $x=0$ to X at $x=1$. The natural energy is

$$T_0=\frac{\hbar^2}{2m}\left(\frac{2\pi}{a}\right)^2=5.101\ \text{eV},$$

where $m$ is the free-electron mass.

## Hints

**For (a).** Put the origin midway between the two atoms of the cell. The potential then has inversion symmetry about the origin, and its Fourier coefficients are real.

**For (b).** Two atoms with four valence electrons each give eight electrons per cell. Each band holds two per cell, one for each spin, so four bands are filled and the conduction band is the fifth. For a normalized eigenvector, the slope of a band needs only the derivative of the matrix, not that of the eigenvector.

**For (c).** Differentiate the eigenvalue equation once to find how the eigenvector changes with $x$. Keep the same plane waves while $x$ varies.

**For (d).** Ask what a larger basis can do to one eigenvalue, and then what it can do to a difference of two. Treat the omitted waves as a small correction.

## Solution

### (a) The matrix

Let the atoms of a cell sit at $\pm\boldsymbol\tau$, with $\boldsymbol\tau=(a/8)(1,1,1)$, and let each carry a spherical potential $v(r)$. With $\Omega$ the cell volume and $\hat v(G)=\int v(r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r$, the crystal potential has the Fourier coefficient

$$V_{\mathbf G}=\frac{\hat v(G)}{\Omega}\left(e^{-i\mathbf G\cdot\boldsymbol\tau}+e^{i\mathbf G\cdot\boldsymbol\tau}\right)
=V_S(G)\cos(\mathbf G\cdot\boldsymbol\tau),\qquad V_S=\frac{2\hat v}{\Omega}.$$

For $\mathbf G=(2\pi/a)(h,k,l)$ the phase is $\mathbf G\cdot\boldsymbol\tau=\pi(h+k+l)/4$. The reciprocal vectors of the fcc lattice have $h,k,l$ all even or all odd. For $(2,0,0)$ the cosine is $\cos(\pi/2)=0$, which is why no form factor with argument 4 is needed.

Write the Bloch state as $\psi=\sum_{\mathbf G}c(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$, insert it in the Schrödinger equation and project on one plane wave. With $\mathbf k$ and $\mathbf G$ now in units of $2\pi/a$, this gives $Hc=Ec$ with

$$H_{\mathbf G\mathbf G'}=T_0|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+V_{\mathbf G-\mathbf G'}.$$

The matrix is real and symmetric, so the eigenvectors can be taken real.

The signs and phases can be tested in real space. For the fifth band at the minimum found below, with a 100 eV cutoff, the mean kinetic energy is 10.80298 eV. Integrating the electron density against a potential built atom by atom gives 0.50964 eV. Their sum, 11.31262 eV, agrees with the eigenvalue.

A finite basis must now be chosen. I keep the waves with

$$T_0|\mathbf k_c+\mathbf G|^2\le E_{\rm cut}$$

for a fixed centre $\mathbf k_c$: $x=0.85$ for the conduction valley and $\Gamma$ for the valence top. Only the diagonal of $H$ then depends on $\mathbf k$, and it does so as a polynomial. A non-degenerate band is therefore a smooth function of $\mathbf k$ and can be differentiated.

The reciprocal lattice has one point per volume 4 in these units, so the number of waves is roughly

$$N\simeq\frac14\,\frac{4\pi}{3}\left(\frac{E_{\rm cut}}{T_0}\right)^{3/2}.$$

At 250 eV this gives $1.047\times(49.0)^{3/2}\simeq359$, which is also the actual count.

### (b) The minimum and the gap

At 250 eV, with energies measured from the valence top at $\Gamma$, the fifth band lies at 1.498, 0.882 and 0.949 eV for $x=0.50$, 0.75 and 1.00. A parabola through these three points has its minimum at

$$x\simeq0.75-\frac{0.25}{2}\,\frac{0.949-1.498}{0.949-2(0.882)+1.498}=0.85.$$

This is a starting value. To refine it, write $E_n=c_n^{T}Hc_n$ and differentiate, with a prime for $d/dx$:

$$E_n'=c_n^{T}H'c_n+2c_n'^{T}Hc_n=c_n^{T}H'c_n+2E_n\,c_n'^{T}c_n.$$

Normalization, $c_n^{T}c_n=1$, gives $c_n'^{T}c_n=0$, so the last term vanishes. The derivative $H'$ is diagonal with entries $2T_0(x+G_x)$. Define

$$p_{nj}=\sum_{\mathbf G}c_n(\mathbf G)\,(x+G_x)\,c_j(\mathbf G),$$

the matrix element of the momentum along $x$ in units of $2\pi\hbar/a$. Then

$$E_n'=2T_0\,p_{nn}.$$

The minimum is the point where the mean momentum, and hence the group velocity, vanishes. Newton's iteration $x\to x-E'/E''$, with $E''$ from part (c), leads to

$$x_0=0.854,\qquad k_0=x_0\,\frac{2\pi}{a}=9.88\ \text{nm}^{-1}.$$

A direct search for the lowest energy, which does not use the slope formula, gives the same $x_0=0.85367$ to all printed digits.

The band energy at the minimum is 11.27757 eV and the valence top is at 10.45737 eV, both relative to the average potential. The model's gap is their difference, 0.820 eV. On the sampled $\Gamma$–X line the highest valence energy is at $\Gamma$, so the gap is indirect.

A zero slope along one line does not prove a valley in three dimensions. The curvature across the line is also positive, as the first variation shows, and the conduction band at L lies 1.06 eV higher. These results establish a local minimum and exclude L as a competitor. They are not a search of the whole zone.

### (c) The longitudinal mass

Differentiate $Hc_n=E_nc_n$ once:

$$(H-E_n)c_n'=-(H'-E_n')c_n.$$

Multiply from the left by $c_j^{T}$ with $j\ne n$. The term with $E_n'$ drops out by orthogonality, and

$$(E_j-E_n)\,c_j^{T}c_n'=-c_j^{T}H'c_n=-2T_0\,p_{jn}.$$

Since $c_n'$ has no component along $c_n$,

$$c_n'=\sum_{j\ne n}\frac{2T_0\,p_{jn}}{E_n-E_j}\,c_j.$$

Now differentiate $E_n'=c_n^{T}H'c_n$. The matrix $H''$ is $2T_0$ times the unit matrix, so

$$E_n''=2T_0+2\,c_n^{T}H'c_n'
=2T_0+8T_0^2\sum_{j\ne n}\frac{p_{nj}^2}{E_n-E_j}.$$

The effective mass is defined by $E=E_0+\hbar^2(k-k_0)^2/2m_l$. In the present units this is $E_0+T_0(m/m_l)(x-x_0)^2$, whose second derivative is $2T_0\,m/m_l$. Comparing the two expressions,

$$\boxed{\;\frac{m}{m_l}=1+4T_0\sum_{j\ne n}\frac{p_{nj}^2}{E_n-E_j}\;}$$

The sum runs over all other eigenvectors of the finite matrix, so the formula gives the curvature of the band in that basis without further approximation. It requires the band to be non-degenerate at $k_0$.

Lower bands have $E_n-E_j>0$ and increase the inverse mass, while higher bands reduce it. At 250 eV,

$$\frac{m}{m_l}=1+0.284-0.139=1.145,\qquad m_l=0.873\,m.$$

The two groups partly cancel, which leaves the mass close to that of a free electron. Five-point differences of the band energy, with a step of 0.004 in $x$, also give $0.87326\,m$.

The sixth band is only 0.527 eV above the fifth at $k_0$, so its small denominator might suggest a large contribution. Its matrix element, however, is zero within rounding, $|p_{56}|\sim10^{-13}$. A symmetry argument accounts for this. A quarter turn about the $x$ axis, combined with a suitable translation, maps the crystal onto itself. It leaves both $\mathbf k$ and the momentum along $x$ unchanged. It multiplies each non-degenerate state by a phase, and if two states have different phases, the matrix element between them must vanish. For the fifth and sixth bands the phases have opposite signs, so this is the case here.

The same two bands meet at X. Because they do not mix along the line, the fifth band continues smoothly through X. The energies at $x$ and $2-x$ are the same, since $-\mathbf k$ is equivalent to $\mathbf k$ in energy and $(2,0,0)$ is a reciprocal lattice vector. The continuation therefore reappears as the sixth band.

The parabola can test this reading. Continued to $2-x_0=1.146$, it predicts a separation of

$$5.101\times1.145\times(1.14633-0.85367)^2=0.50\ \text{eV},$$

against the computed 0.527 eV. At X itself it predicts $5.841\times(0.1463)^2=0.125$ eV above the minimum, against 0.128 eV. The parabola is thus still good at X. What ends there is the picture of a single valley, because the lowest conduction states beyond X belong to the valley centred at $-k_0$.

### (d) The cutoff

The $n$th eigenvalue is the smallest value, over all $n$-dimensional subspaces of the basis, of the largest energy expectation in the subspace. Adding waves enlarges the choice of subspaces, so each eigenvalue can fall or stay but cannot rise. A gap is a difference of two such eigenvalues and obeys no similar rule.

| Cutoff (eV) | Waves | Gap (eV) | $x_0$ | $m_l/m$ |
|---:|---:|---:|---:|---:|
| 60 | 40 | 0.7993 | 0.8591 | 0.8620 |
| 80 | 64 | 0.7646 | 0.8534 | 0.8732 |
| 100 | 92 | 0.7685 | 0.8542 | 0.8720 |
| 150 | 162 | 0.8200 | 0.8537 | 0.8731 |
| 250 | 359 | 0.8202 | 0.8537 | 0.8733 |
| 400 | 725 | 0.8202 | 0.8537 | 0.8733 |

The wave counts are those of the valley basis. The gaps at 80 and 100 eV differ by only 4 meV, which looks like convergence but is not: at 95 eV the gap is 0.727 eV, about 40 meV below both. From 100 to 150 eV the conduction minimum falls by 34.6 meV and the valence top by 86.1 meV, so the gap rises by 51.5 meV. Agreement between two neighbouring cutoffs is therefore weak evidence for a gap.

The mass changes by about 0.1% over the same step. It depends on the curvature of the energy near $k_0$, and a lowering that is constant or linear in $x$ does not change the curvature at a given $x$. The lowering found here is nearly of this kind.

The remaining error can be estimated from a single diagonalization. Let $c$ be the eigenvector in the chosen basis, $d$ the amplitudes of the omitted waves and $W$ the block of the potential that connects the two sets. For an omitted wave $\mathbf G'$ with kinetic energy $T_{\mathbf G'}$, neglecting the coupling among omitted waves,

$$(T_{\mathbf G'}-E)\,d_{\mathbf G'}+(Wc)_{\mathbf G'}=0
\quad\Rightarrow\quad d_{\mathbf G'}=-\frac{(Wc)_{\mathbf G'}}{T_{\mathbf G'}-E}.$$

These amplitudes add the term $W^{T}d$ to the equation for the kept waves. Its projection on $c$ is the energy shift to leading order:

$$\delta E\simeq c^{T}W^{T}d=-\sum_{\mathbf G'}\frac{|(Wc)_{\mathbf G'}|^2}{T_{\mathbf G'}-E}.$$

At $x=0.85$ and a cutoff of 100 eV this predicts a lowering of 34.1 meV. The actual lowering, on going to 400 eV, is 35.1 meV. At 150 eV the two numbers are 0.503 and 0.508 meV.

A cutoff of 150 eV is therefore sufficient for the gap to within 1 meV of its 400 eV value. For $m_l$ to within 1%, 80 eV is already enough. These thresholds hold for this potential, whose Fourier components end at $|\mathbf G|^2=11$. A potential with higher components needs its own test.

### The numbers beside real silicon

Real silicon has its conduction minima near 0.85 of the way to X, a gap of roughly 1.1 eV at room temperature, and masses of roughly $0.9\,m$ and $0.2\,m$. The model places the valley well and gives reasonable masses, but its gap is about 0.3 eV too small. A larger basis does not cure this.

The form factors are stated to 0.01 Ry. Changing each by $\pm0.005$ Ry, in all eight sign combinations at a fixed 150 eV cutoff, moves the gap between 0.52 and 1.11 eV. The corresponding range is 0.849 to 0.858 for $x_0$ and 0.861 to $0.886\,m$ for $m_l$. Rounding alone can thus shift the gap by up to about 0.3 eV, when all three errors are largest and act together, but $m_l$ by only about 1.5%. The transverse mass of Variation 1 is more sensitive: it ranges from 0.175 to $0.194\,m$, about 5% either way.

The form factors set to zero matter as well: a value of 0.01 Ry at $|\mathbf G|^2=16$ would raise the gap by 0.08 eV, and the same value at 19 would lower it by 0.06 eV.

Spin-orbit coupling and temperature have smaller effects. A spin-orbit splitting of roughly 0.04 eV raises the valence top by one third of that, 13 meV. Warming from 0 to 300 K reduces the gap by roughly 0.05 eV. Both corrections lower the gap, so neither explains the deficit. At an energy of $k_BT=25.9$ meV the band departs from its parabola along the valley axis by 0.3 meV, downward on the $\Gamma$ side and upward on the X side. Across the axis the departure is downward, 0.1 meV along [010] and 0.9 meV along [011]. The dependence of a true pseudopotential on angular momentum is left out and has not been sized here. Strained channels also lie outside the calculation, since they change the reciprocal vectors and require form factors at new arguments.

## Variation 1: the transverse mass and a (001) channel

**Question.** What is the mass for motion perpendicular to the valley axis, and what does the difference mean under a gate on a (001) surface?

**Solution.** A half turn about the $x$ axis, with a suitable translation, is a symmetry of the crystal and reverses $k_y$. The energy is therefore even in $k_y$, and its slope at the minimum is zero. The derivation in (c) holds with $G_x+x$ replaced by $G_y+k_y$, evaluated at $k_y=0$:

$$\frac{m}{m_t}=1+4T_0\sum_{j\ne n}\frac{|p^{(y)}_{nj}|^2}{E_n-E_j}.$$

The result is $m_t=0.184\,m$, and finite differences agree. The inverse mass is 5.42, so the sum is $+4.42$. Since only lower bands contribute positive terms, they dominate the transverse motion.

In a uniform field $F$ against a hard wall, an electron of mass $m_z$ normal to the surface is confined to a length $L$ at which kinetic and field energies are comparable:

$$\frac{\hbar^2}{2m_zL^2}=eFL\quad\Rightarrow\quad L=\left(\frac{\hbar^2}{2m_zeF}\right)^{1/3},\qquad eFL\propto m_z^{-1/3}.$$

The two valleys along the surface normal have $m_z=m_l$, and the other four have $m_z=m_t$. At equal field the energy scale of the four is larger by $(0.873/0.184)^{1/3}=1.68$. In an unstrained channel described by this well, the lowest level therefore belongs to the two valleys with the heavy normal mass.

For a strong inversion field of roughly 1 MV/cm, $\hbar^2/2m=0.0381$ eV nm² gives $L=0.76$ nm and $eFL=76$ meV for these two valleys. The lowest level of this well lies at $2.34\,eFL=177$ meV, of which one third, 59 meV, is kinetic energy. This is nearly half of the 128 meV that separates the minimum from X, and about 6% of the envelope's weight in wave vector lies beyond X. In so narrow a well, the assumption of one isolated parabolic valley needs to be checked.

## Variation 2: a basis chosen anew at each wave vector

**Question.** Suppose the waves are selected by $T_0|\mathbf k+\mathbf G|^2\le100$ eV at every $\mathbf k$ separately. What happens to a mass found by finite differences?

**Solution.** The four waves $(-5,\pm1,\pm1)$ enter the basis when

$$T_0\left[(5-x)^2+2\right]=100\ \text{eV}
\quad\Rightarrow\quad x=5-\sqrt{\frac{100}{5.1013}-2}=0.804.$$

There the basis grows from 88 to 92 waves, and the fifth band drops by $\Delta=2.45$ meV. Take a three-point difference with step $h=0.02$ whose left point lies just below this $x$ and whose other two points lie above it. The left energy is too high by about $\Delta$, so the inverse mass is too large by about

$$\frac{\Delta}{2T_0h^2}=\frac{0.00245}{2\times5.101\times0.0004}=0.60.$$

The computed curvatures, in units of $2T_0$, are 1.12 with the frozen basis and 1.71 with the renewed one, a difference of 0.59. The apparent mass falls from $0.89\,m$ to $0.58\,m$.

The error grows as $1/h^2$, so a smaller step that still straddles the jump makes it worse. Freezing the basis removes the jump at any cutoff. Raising the cutoff reduces it as a trend, because the entering waves then carry less weight, but not steadily, since the size depends on which waves cross the sphere. The largest jump for $0.75<x<0.95$ is 0.13 meV at 80 eV, 9.0 meV at 90 eV, 2.45 meV at 100 eV and 0.04 meV at 200 eV. For a plot of the bands a jump of 2 meV is invisible, and a renewed basis is acceptable there. The program prints the six lowest bands at five points of the line.

## Computed values

```
lattice constant = 5.43 angstrom; T0 = 5.1013 eV
form factors (Ry), by |G|^2: {3: -0.21, 8: 0.04, 11: 0.08}
bands 1-6 from valence top (eV), cutoff 250 eV:
 x=0.00:  -12.613   -0.000   -0.000    0.000    3.424    3.424
 x=0.25:  -12.334   -1.426   -0.810   -0.810    2.612    4.657
 x=0.50:  -11.504   -3.778   -1.964   -1.964    1.498    3.487
 x=0.75:  -10.151   -6.154   -2.739   -2.739    0.882    1.802
 x=1.00:   -8.333   -8.333   -3.006   -3.006    0.949    0.949
cutoff eV, waves, E_min eV, E_top eV, gap eV, x0, m_l/m:
   60   40  11.39121  10.59192  0.79930  0.85911  0.86203
   80   64  11.35322  10.58867  0.76455  0.85338  0.87322
  100   92  11.31262  10.54409  0.76853  0.85424  0.87201
  150  162  11.27806  10.45804  0.82002  0.85368  0.87313
  250  359  11.27757  10.45737  0.82020  0.85367  0.87326
  400  725  11.27755  10.45732  0.82024  0.85367  0.87327
results at 250 eV: gap = 0.8202 eV, x0 = 0.85367
k0 = 9.8780 1/nm
x0 by energy search = 0.85367
m_l/m: momentum sum 0.87326, differences 0.87326
m_t/m: momentum sum 0.18436, differences 0.18436
m/m_l = 1.14513 = 1 + lower 0.28428 + upper -0.13916
sixth band above fifth at k0 = 0.5267 eV
its |p_x| = 6.7e-14 (2 pi/a)
real-space check, cutoff 100 eV: kinetic 10.80298 eV
 potential 0.50964 eV, eigenvalue 11.31262 eV
X above minimum = 128.42 meV
L above minimum = 1.0557 eV
lowering by omitted waves at x=0.85: cutoff eV, estimate, actual meV
  100    34.0762    35.0913
  150     0.5031     0.5082
renewed basis, cutoff 100 eV: jump at x = 0.80444
 waves 88 to 92, jump = -2.4511 meV
 m/m* across jump, step 0.02: frozen 1.1216
 m/m* across jump, step 0.02: renewed 1.7114
form factors changed by +-0.005 Ry, cutoff 150 eV, ranges:
 gap 0.524 to 1.112 eV
 x0 0.8492 to 0.8583
 m_l/m 0.8608 to 0.8864
kT at 300 K = 25.852 meV; parabola reaches it at dx = 0.06652
 true rise: toward Gamma 25.533 meV
 true rise: toward X 26.167 meV
spin-orbit splitting, rough input = 0.04 eV
 valence top rises by 13.3 meV
thermal gap reduction 0-300 K, rough input = 0.05 eV
 share of computed gap = 6.1 percent
```
